# Field-driven hopping of a doubly charged oxygen vacancy

Consider one oxygen vacancy on a line of equivalent sites a distance $a$ apart. Without a field it hops to the right and to the left at the same rate $\Gamma_0$, and on average it goes nowhere. Now apply a field just strong enough to double the rate to the right. If the saddle between two sites lies midway, the same field raises the barrier to the left by as much as it lowers the barrier to the right, so the rate to the left is halved. The drift velocity is the hop length times the difference of the rates,

$$v=a\left(2\Gamma_0-\tfrac12\Gamma_0\right)=\tfrac32\,a\Gamma_0 .$$

Doubling a thermally activated rate takes a barrier reduction of $kT\ln2$. Since $\sinh(\ln 2)=\tfrac12(2-\tfrac12)=\tfrac34$, the result can also be written $v=2a\Gamma_0\sinh(\ln2)$. The argument of the hyperbolic sine is the barrier reduction divided by $kT$. What remains is to find that reduction for a given field, and to learn when the two shifts are equal and opposite.

Let $e>0$ be the elementary charge and let the field $E$ point to the right. A vacancy moves right by $a$ when a neighbouring $\mathrm{O}^{2-}$ ion moves left by $a$. The dipole moment changes by $(-2e)(-a)=+2ea$, just as if a charge $+2e$ had moved right, and the field does the work $2eaE$.

Here $E$ is the macroscopic field, uniform over the chain. The field on an individual ion differs from it, because the surrounding ions are polarized, but this does not alter the work over a whole hop. The initial and final sites are equivalent and their surroundings relax in the same way, so the energies of the two states differ by the charge $2e$ times the macroscopic potential drop $aE$.

The barrier depends on the work done as far as the saddle. Let $P(x)$ be the dipole moment along the hop path, so that the part of the energy linear in the field is $-P(x)E$. Over the whole hop $P(a)-P(0)=2ea$. If the path is mirror symmetric about its midpoint and has its only saddle there, its two halves contribute equally, and

$$P(a/2)-P(0)=\tfrac12(2ea)=ea .$$

The field also shifts the positions of the minimum and the saddle slightly. Both are stationary points of the energy, so this shift changes their energies only at second order in $E$. To first order the barriers to the right and to the left are therefore

$$U_\pm=U\mp eaE ,$$

where $U$ is the barrier at zero field. The charge $2e$ and the half-distance $a/2$ combine to give $eaE$, with $a$ the full distance between neighbouring sites. For a general charge $q$ the shift would be $qaE/2$. A vacancy that had captured one electron would thus have half the argument at the same field and temperature.

Assume that $kT$ is far below both barriers, so that the vacancy equilibrates in its well between hops, and that the attempt frequency $\nu$ in each direction does not depend on the field. Then

$$\Gamma_\pm=\nu e^{-(U\mp eaE)/kT}=\Gamma_0e^{\pm u},\qquad \Gamma_0=\nu e^{-U/kT},\qquad u=\frac{eaE}{kT}.$$

Let $p_n$ be the probability that the vacancy is at site $n$. For independent hops of a dilute vacancy, which never finds its target site taken by another,

$$\frac{dp_n}{dt}=\Gamma_+p_{n-1}+\Gamma_-p_{n+1}-(\Gamma_++\Gamma_-)p_n .$$

Multiply by $n$ and sum over all sites. Relabelling the sums gives $\sum_n n\,p_{n-1}=\langle n\rangle+1$ and $\sum_n n\,p_{n+1}=\langle n\rangle-1$. The terms in $\langle n\rangle$ cancel, leaving $d\langle n\rangle/dt=\Gamma_+-\Gamma_-$. Since $x=na$,

$$v=a(\Gamma_+-\Gamma_-)=2a\nu e^{-U/kT}\sinh\!\left(\frac{eaE}{kT}\right).$$

This is the hyperbolic-sine law. At fixed temperature the whole field dependence lies in the last factor. When the temperature changes, the prefactor changes too, and usually by far more.

The same equation gives the spread. Multiplying by $n^2$ and summing yields

$$\frac{d\langle n^2\rangle}{dt}=2\langle n\rangle(\Gamma_+-\Gamma_-)+\Gamma_++\Gamma_- .$$

Subtracting $d\langle n\rangle^2/dt=2\langle n\rangle(\Gamma_+-\Gamma_-)$ leaves $\Gamma_++\Gamma_-=2\Gamma_0\cosh u$. The variance of the position therefore grows as $2a^2\Gamma_0\cosh(u)\,t$. At the mean transit time $t=L/v$ over a length $L$ it equals

$$\frac{2a^2\Gamma_0\cosh u\;L}{2a\Gamma_0\sinh u}=aL\coth u .$$

For $u\ll1$, $\sinh u\approx u$ and the law becomes ohmic:

$$v\approx\mu E,\qquad \mu=\frac{2ea^2\Gamma_0}{kT}=\frac{2eD}{kT},\qquad D=a^2\Gamma_0 .$$

Here $D$ follows from the zero-field variance $2Dt$, so the Einstein relation holds with the full charge $2e$. The next term of the series makes $v$ larger than $\mu E$ by the fraction $u^2/6$. For $u\gg1$ backward hops are negligible and $v\approx a\Gamma_0e^{u}$.

The apparent activation energy at fixed field follows from differentiating $\ln v$ with respect to $\beta=1/kT$. The $\beta$-dependent part of $\ln v$ is $-\beta U+\ln\sinh(\beta eaE)$, so

$$E_{\rm act}=-\frac{\partial\ln v}{\partial\beta}=U-eaE\coth u .$$

At high field this tends to the lowered barrier $U-eaE$. At low field $\coth u\approx1/u$ and it tends to $U-kT$, the extra $kT$ coming from the factor $1/T$ in the mobility.

For numbers, take a 5 nm oxide layer under 1 V, so that $E=2$ MV/cm, with $a=0.3$ nm, $U=1.0$ eV and $\nu=10^{13}\ \mathrm{s^{-1}}$. The barrier shift is $eaE=0.3\ \mathrm{nm}\times0.2\ \mathrm{eV/nm}=0.060$ eV. At 300 K, $kT=0.02585$ eV, which gives $u=2.32$ and $\sinh u=5.04$. The zero-field hop rate is $1.59\times10^{-4}\ \mathrm{s^{-1}}$, and

$$v=2(0.3\ \mathrm{nm})(1.59\times10^{-4}\ \mathrm{s^{-1}})(5.04)=4.8\times10^{-4}\ \mathrm{nm/s}.$$

The vacancy needs about $1.0\times10^4$ s, nearly three hours, to drift across the layer, and its position is then spread by 1.2 nm. Without a field, the time $L^2/2D$ in which the root-mean-square displacement reaches 5 nm is $8.7\times10^5$ s, about ten days.

At 600 K and the same field, $u$ falls to 1.16 and $\sinh u$ to 1.44, but $\Gamma_0$ rises to $4.0\times10^4\ \mathrm{s^{-1}}$. The velocity becomes $3.4\times10^4$ nm/s and the transit time 0.15 ms. Heating weakens the nonlinearity in the field while raising the velocity by a factor of $7\times10^7$.

The scale of the nonlinearity is the field at which $u=1$, namely $kT/ea=0.86$ MV/cm at 300 K. At 0.1 MV/cm the velocity exceeds the ohmic value by 0.2%, at 0.5 MV/cm by 6%, and at 2 MV/cm it is 2.2 times the ohmic value. Going from 2 to 4 MV/cm at 300 K multiplies the velocity by about ten.

The midway saddle was essential. Suppose that it lies a distance $\alpha a$ from the left-hand site, and that the charge moves rigidly, so that $P(x)=2ex$. The barrier to the right falls by $2\alpha eaE$ and the barrier to the left rises by $2(1-\alpha)eaE$. Hence

$$v=a\Gamma_0\left[e^{2\alpha u}-e^{-2(1-\alpha)u}\right]=2a\Gamma_0e^{(2\alpha-1)u}\sinh u ,$$

where the common factor $e^{(2\alpha-1)u}$ has been taken out of both terms. Reversing the field now changes the speed as well as the direction, and the ratio of the two speeds is $e^{2(2\alpha-1)u}$. In a polarizable solid the charge does not move rigidly. The same formulas then hold with $\alpha$ read as the fraction of the dipole change $2ea$ reached at the saddle, which away from a mirror plane can differ strongly from the fraction of the distance.

Motion in a continuous potential tests these rate formulas without assuming hops. Consider strongly damped motion with free diffusion coefficient $D_0$ in a potential energy $V(x)$ that includes the field, and write $W=V/kT$. The probability flux is

$$J=-D_0\left(\frac{dp}{dx}+p\frac{dW}{dx}\right)=-D_0e^{-W}\frac{d}{dx}\left(e^{W}p\right).$$

In a steady state $J$ is constant. Divide by $-D_0e^{-W}$ and integrate from $x$ to $x+a$. The density $p$ is periodic, while $W(x+a)=W(x)-2u$ because the field does the work $2eaE$ per period. This gives

$$p(x)\,e^{W(x)}\left(1-e^{-2u}\right)=\frac{J}{D_0}\int_x^{x+a}e^{W(y)}dy .$$

Solve for $p$, normalize it to one over a period, and use $v=aJ$:

$$v=\frac{aD_0(1-e^{-2u})}{\displaystyle\int_0^adx\int_x^{x+a}dy\;e^{W(y)-W(x)}} .$$

When the barrier is many $kT$, the integrand is concentrated where $x$ is near the minimum and $y$ near the maximum to its right. Let $\Delta V$ be the energy difference between these two points, and $K_{\min}$ and $K_{\max}$ the magnitudes of $V''$ there. The two Gaussian integrals give $2\pi kT\,e^{\Delta V/kT}/\sqrt{K_{\min}K_{\max}}$, so

$$v\approx a\Gamma_+(1-e^{-2u}),\qquad \Gamma_+=\frac{D_0\sqrt{K_{\min}K_{\max}}}{2\pi kT}\,e^{-\Delta V/kT}.$$

This is again $a(\Gamma_+-\Gamma_-)$, with $\Gamma_-=e^{-2u}\Gamma_+$. Mirror symmetry alone does not give the sinh law. Suppose the path has two equal maxima, at $\alpha a$ and $(1-\alpha)a$, around an intermediate minimum lying many $kT$ above the site. Both maxima then add to the integral, in proportion to $e^{-2\alpha u}+e^{-2(1-\alpha)u}=2e^{-u}\cosh[(1-2\alpha)u]$, and the sinh law is divided by $\cosh[(1-2\alpha)u]$. For $\alpha=1/3$ at 2 MV/cm and 300 K this lowers the velocity by the factor 0.76.

For the skewed potential $-\tfrac U2[\cos\theta+0.2\sin2\theta]$ with $\theta=2\pi x/a$, $U=1.0$ eV and $T=300$ K, the saddle fraction is $\alpha=0.397$. At $u=1$ the double integral gives $-0.396$ for the logarithm of the speed ratio, against $-0.413$ from the rule. The rule, which keeps only the linear barrier shifts, is thus confirmed to 4% of its own value. At 600 K and $u=1.16$ the difference is 9%.

The symmetric potential $V=-\tfrac U2\cos\theta-2eEx$ shows how the field deforms the barrier. Setting $V'=0$ gives

$$\sin\theta=f,\qquad f=\frac{2eaE}{\pi U}.$$

For $f<1$ the minimum is at $\theta=\arcsin f$ and the maximum at $\pi-\arcsin f$, with $\cos\theta=\pm\sqrt{1-f^2}$. Their separation is $(a/2\pi)(\pi-2\arcsin f)$, so the barrier to the right is

$$U\sqrt{1-f^2}-eaE+\frac{2eaE}{\pi}\arcsin f=U\left[\sqrt{1-f^2}+f\arcsin f\right]-eaE .$$

The barrier to the left has $+eaE$ instead, because the maximum on that side is higher by $2eaE$. Both barriers therefore gain the same amount, $U[\sqrt{1-f^2}+f\arcsin f-1]$. Both curvatures are multiplied by $\sqrt{1-f^2}$, and so is the damped prefactor. The sinh law acquires the factor

$$C=\sqrt{1-f^2}\,\exp\!\left\{-\frac{U}{kT}\left[\sqrt{1-f^2}+f\arcsin f-1\right]\right\}.$$

It is even in the field, so it leaves the ratio of forward to backward rates unchanged. Like the Gaussian integrals behind it, $C$ holds only while the barrier to the right is many $kT$, and it fails as $f\to1$. For small $f$ the bracket is $f^2/2$. At 4 MV/cm and 300 K, $C=0.89$. In the example $f=0.12/\pi=0.038$ and $C=0.97$ at 300 K. The double integral gives the same reduction relative to a sinh law fitted at very low field. For this potential, then, assuming a purely linear barrier shift overestimates the velocity by about 3%.

An amorphous film also has disorder. First let the site energies be equal while the barriers vary. Bond $i$, between sites $i$ and $i+1$, then has zero-field rate $b_i$ in both directions. On a ring of $N$ sites with equal spacing and midway saddles, the steady flux is the same through every bond:

$$J=b_i\left(e^up_i-e^{-u}p_{i+1}\right).$$

Divide by $b_i$ and sum over the ring. Both sums of $p$ equal one, so $J\sum_i1/b_i=2\sinh u$. Each of the $N$ bonds contributes $aJ$ to the velocity, and

$$v=NaJ=\frac{2a\sinh u}{\langle1/b\rangle}.$$

In this model random barriers leave the sinh law intact. They replace $\Gamma_0$ by the harmonic mean of the rates, which is dominated by the slowest bonds. Both results belong to one dimension, where a slow bond cannot be bypassed. For Gaussian barriers with a spread of 0.05 eV at 300 K the chain is slowed by the factor 0.15 at every field. On a simple cubic lattice with the field along an axis, the factor is instead about 1.5 at low field and 0.8 at 2 MV/cm, so the sinh law does not survive there.

Random site energies can act differently, depending on how the saddles follow them. Let the energies $\varepsilon_i$ be independent and Gaussian with standard deviation $\sigma$, and let each saddle lie $U$ above the mean of its two neighbours. The rates across bond $i$ are then $\Gamma_0e^{\pm[(\varepsilon_i-\varepsilon_{i+1})/2kT+u]}$, with the upper sign to the right. Writing $p_i=\varphi_ie^{-\varepsilon_i/kT}$ gives

$$J=c_i\left(e^u\varphi_i-e^{-u}\varphi_{i+1}\right),\qquad c_i=\Gamma_0e^{-(\varepsilon_i+\varepsilon_{i+1})/2kT}.$$

Hence $\varphi_i=Je^{-u}/c_i+e^{-2u}\varphi_{i+1}$. Repeated substitution, for $u>0$ and a long ring, gives

$$\varphi_i=J\sum_{k=0}^{\infty}\frac{e^{-(2k+1)u}}{c_{i+k}} .$$

To average $p_i$, use the fact that the mean of $e^y$ is $e^{\mathrm{var}(y)/2}$ for a Gaussian $y$ of zero mean. Let $s=\sigma/kT$. For $k=0$ the exponent is $(\varepsilon_{i+1}-\varepsilon_i)/2kT$, with variance $s^2/2$. For $k\ge1$ three different sites enter and the variance is $s^2+s^2/2=3s^2/2$. Summing the geometric series,

$$\langle p\rangle=\frac{J}{\Gamma_0}\left[e^{-u}e^{s^2/4}+\frac{e^{-3u}}{1-e^{-2u}}e^{3s^2/4}\right].$$

Since $\langle p\rangle=1/N$, the velocity is $v=NaJ=aJ/\langle p\rangle$. With $w=e^{-2u}$ and $e^{-u}/(1-w)=1/(2\sinh u)$,

$$v=\frac{2a\Gamma_0\sinh u}{(1-w)e^{s^2/4}+w\,e^{3s^2/4}} .$$

The denominator depends on the field, so in this model the pure sinh law fails. The cause is the tie between each saddle and its neighbouring sites, which makes the $k=0$ average differ from the others. If instead all saddles lie at one level, $c_i=\Gamma_0$, every term has the average $e^{s^2/2}$, and $v=2a\Gamma_0e^{-s^2/2}\sinh u$. Saddles that vary independently of the sites also keep the sinh law in the average over a long ring, but not in a short one: for rings of 17 sites with a spread of 0.05 eV in both sites and saddles, the velocity at 2 MV/cm and 300 K lies between 0.5 and 3.8 times the low-field sinh law for the central 80% of samples. What follows holds for saddles tied to their neighbours. Disorder slows the vacancy by $e^{-3s^2/4}$ at low field but only by $e^{-s^2/4}$ at high field, and the velocity rises with field faster than $\sinh u$. Steady states computed for random rings of 200,000 sites agree with this formula within the sampling scatter, which from ring to ring is about 0.4% at 300 K and 0.1% at 600 K.

For an assumed spread $\sigma=0.05$ eV, the velocity at 2 MV/cm and 300 K is 0.37 times that of the ordered chain. It is also 6.2 times what a sinh law fitted at low field would predict. At 600 K the two factors are 0.75 and 1.5. These are long-chain averages in one dimension. On a simple cubic lattice with the same rule and the field along an axis, the two factors at 300 K are about 0.3 and 1.3. A path across the 5 nm layer has only about 17 sites, and for rings of that size at 300 K the first factor has median 0.44 (0.25 to 0.63 for the central 80% of samples) and the second has median 3.7 (1.9 to 9.3). When the saddles follow the sites in this way, a hop length extracted by fitting a pure sinh absorbs part of the disorder: for the long chain at 300 K, a least-squares fit of $\ln v$ from 0.05 to 2 MV/cm gives about twice the true $a$, and a fit of $v$ itself, which weights the high fields, 1.3 to 1.4 times.

Three further effects can be sized. Near its top the barrier is roughly a parabola, through which the vacancy can tunnel. Averaging the parabolic transmission probability over thermal energies, with the barrier frequency set equal to $\nu$, raises the rate by 12% at 300 K and 3% at 600 K. Quantization of the vibration in the well, at the same frequency, multiplies the rate by $\sinh(x/2)/(x/2)$ with $x=h\nu/kT$, a further 11% and 3%. Both depend on the assumed frequency: an oxygen ion in the cosine potential above vibrates at $5.8\times10^{12}\ \mathrm{s^{-1}}$, for which each correction is about 4% at 300 K and 1% at 600 K.

For a saddle on the mirror plane midway between sites, local fields enter at second order in $E$, if the configuration at the saddle is more polarizable than at the site. For an assumed excess polarizability volume of $0.01\ \mathrm{nm^3}$, a relative permittivity $\epsilon_r=20$ and the Lorentz local field $(\epsilon_r+2)E/3$, the barrier falls by 7.5 meV. That multiplies the velocity by 1.3 at 300 K. This estimate is first order in the excess and ignores the reaction of the surroundings to it. The assumed excess is larger than the whole Clausius–Mossotti polarizability of a formula unit of volume $0.035\ \mathrm{nm^3}$ at this $\epsilon_r$, about $0.007\ \mathrm{nm^3}$, so the estimate holds only if the excess is spread over many ions. In a face-centred cubic lattice of point dipoles the shift is 8 meV when it is spread over 55 sites and 10 meV over 13, and on a single site it makes the lattice unstable.

Finally, the vacancies themselves disturb the field. By Gauss's law a uniform uncompensated density $n$ changes it across the layer by $2enL/\epsilon_0\epsilon_r$. This reaches 10% of the applied field at $n=2.2\times10^{18}\ \mathrm{cm^{-3}}$, above which the assumption of a uniform field becomes poor. At that density the mean spacing of the vacancies, 7.7 nm, exceeds the layer thickness, so the uniform density is only a guide to scale. Even a single vacancy feels its image charges: between ideal metal electrodes, in a continuum with the same $\epsilon_r$, their field is 17% of the applied field at 1 nm from an electrode and 50% at 0.6 nm.

The parameters of the example are round values in the rough regime of hafnium-oxide resistive memories, whose switching layers are a few nanometres thick and work at voltages of order one volt. The field is 0.4 of a rough breakdown field of 5 MV/cm, and the 4 MV/cm case is uncomfortably close to it. Such memories can switch in well under a microsecond, so the 0.15 ms found at 600 K is no prediction of their speed. The assumption of a known, uniform temperature needs particular care, since current heats a conducting filament locally. At fixed field $\ln v$ rises by 0.12 per kelvin at 300 K and by 0.03 per kelvin at 600 K, so that going from 300 to 320 K multiplies the velocity by about ten. An error of a few tens of kelvin at room temperature thus outweighs every other correction sized here. Real vacancies also move in three dimensions, along paths at various angles to the field, and may change their charge state, neither of which this chain describes. The values of the basic example and most of the corrections are in the numerical output below.

## Table of computed values

```
INPUTS (round, rough values)
hop length 0.3 nm, barrier 1.0 eV, attempt 1e+13 1/s
field 2.0 MV/cm, thickness 5.0 nm
voltage across layer 1.00 V
dipole change per hop 2 e x hop length
barrier shift e a E 0.0600 eV
RESULTS at 300 K | 600 K
kT [eV]: 0.02585 | 0.05170
u = eaE/kT: 2.321 | 1.16
field where u=1 [MV/cm]: 0.8617 | 1.723
zero-field hop rate G0 [1/s]: 0.0001588 | 3.984e+04
forward hop rate [1/s]: 0.001617 | 1.272e+05
backward hop rate [1/s]: 1.559e-05 | 1.249e+04
sinh u: 5.043 | 1.439
drift velocity [nm/s]: 0.0004804 | 3.44e+04
transit time [s]: 1.041e+04 | 0.0001453
spread after transit [nm]: 1.237 | 1.352
diffusion coefficient [cm2/s]: 1.429e-19 | 3.586e-11
low-field mobility [cm2/Vs]: 1.105e-17 | 1.387e-09
zero-field time L^2/2D [s]: 8.748e+05 | 0.003486
apparent activation energy [eV]: 0.9388 | 0.9269
FIELD TABLE at 300 K: E [MV/cm], u, sinh(u)/u, v [nm/s]
0.1, 0.1160, 1.0022, 1.108e-05
0.5, 0.5802, 1.0571, 5.842e-05
1.0, 1.1605, 1.2400, 1.371e-04
2.0, 2.3209, 2.1730, 4.804e-04
4.0, 4.6418, 11.1726, 4.940e-03
CHECKS
curvature factor 300 K, from diffusion: 0.9714
skewed potential: saddle fraction alpha 0.3967, u 1.0
ln speed ratio: computed -0.3964, rule -0.4130
disordered ring / formula: 0.9999 | 0.9994
NEGLECTED EFFECTS at 300 K | 600 K (factors on v)
barrier curvature: 0.9715 | 0.9853
tunnelling: 1.115 | 1.027
site-energy spread assumed 0.05 eV
site disorder, v / ordered v: 0.3728 | 0.7478
site disorder, v / sinh law fitted at low field: 6.164 | 1.508
assumed permittivity 20.0, excess polarizability 0.01 nm3
polarization energy at saddle 7.47 meV
saddle polarization: 1.335 | 1.155
uncompensated density for 10% field change 2.21e+18 cm^-3
rise of v per kelvin [%]: 12.11 | 2.99
v(600 K)/v(300 K) 7.161e+07
field / rough breakdown field of 5 MV/cm: 0.40
```
